**Elmore delay of a 1024-segment word line**

The program tests \(T=rcN(N+1)/2\), the mean arrival time of a voltage step at the far end of a ladder with \(N\) segments of resistance \(r\) and capacitance \(c\). It diagonalizes the node equations, integrates the missing voltage over time, and asserts agreement with the formula for four lengths. The modal response is itself checked against direct integration of a 16-segment ladder. Further assertions cover inner nodes, the 50 % and 90 % times, driver resistance, series inductance, small leakage, warming and the static drop from a selected cell. For 2 ohm and 0.1 fF per segment the output gives 0.105 ns, with a length exponent of 1.999 between 512 and 1024 segments. A 1000 ohm driver raises the delay to 0.207 ns and lowers that exponent to 1.42. The geometry, driver, leakage and selector values are rough inputs, not results.

## Verification by program

```python
"""Elmore delay of a uniform RC word line driven by an ideal voltage step.

Result under test: T = r*c*N*(N+1)/2 for the far node, where
  N = number of segments, r = series resistance per segment (ohm),
  c = capacitance per segment to fixed potential (F),
  T = integral over time of (1 - v_far/V), V = height of the step.
The integral is done on the time response of the full ladder, obtained by
diagonalizing its node equations; the formula is the other side of each test.
Also tested: inner nodes, driver resistance, inductance, leakage, scaling.
"""
import numpy as np
from scipy.constants import epsilon_0
from scipy.integrate import simpson, solve_ivp
from scipy.linalg import eigh_tridiagonal
from scipy.optimize import brentq


def ladder_modes(n, node, r, c, driver=0.0, leak=0.0):
    """Decay rates and weights: v_node(t) = sum weight*(1-exp(-rate*t))."""
    diagonal = np.full(n, 2 / r + leak)
    diagonal[0] = 1 / (r + driver) + 1 / r + leak
    diagonal[-1] = 1 / r + leak
    kappa, vectors = eigh_tridiagonal(diagonal, np.full(n - 1, -1 / r))
    weights = vectors[0] * vectors[node - 1] / ((r + driver) * kappa)
    return kappa / c, weights


def rc_remainder(rates, weights):
    """Function of time: final voltage minus present voltage."""
    return lambda t: np.exp(-np.outer(np.atleast_1d(t), rates)) @ weights


def rlc_remainder(rates, weights, r, c, inductance):
    """Same, with an inductance in series with every segment resistance."""
    stiffness = rates * c * r
    root = np.sqrt((r**2 - 4 * inductance * stiffness / c).astype(complex))
    s1 = (-r + root) / (2 * inductance)
    s2 = (-r - root) / (2 * inductance)

    def remainder(t):
        t = np.atleast_1d(t)
        part1 = np.exp(np.outer(t, s1)) @ (-weights * s2 / (s1 - s2))
        part2 = np.exp(np.outer(t, s2)) @ (weights * s1 / (s1 - s2))
        return (part1 + part2).real
    return remainder


def area(remainder, scale):
    """Time integral of the remainder, on a logarithmic time grid."""
    x = np.linspace(np.log(1e-9 * scale), np.log(25 * scale), 3001)
    t = np.exp(x)
    f = remainder(t)
    return simpson(f * t, x=x) + t[0] * f[0]


def crossing(remainder, final, fraction, scale):
    """Time at which the voltage reaches the given fraction of its final value."""
    return brentq(lambda t: remainder(t)[0] / final - (1 - fraction),
                  1e-2 * scale, 20 * scale, xtol=1e-20, rtol=1e-11)


def close(a, b, tolerance):
    return abs(a - b) <= tolerance * abs(b)


# Inputs of the estimate
N, r, c = 1024, 2.0, 0.1e-15
R, C = N * r, N * c
elmore = r * c * N * (N + 1) / 2

# Rough geometry of a tungsten crosspoint word line (SI units)
pitch, width, height = 200e-9, 100e-9, 100e-9
resistivity, wire_cap_per_m = 10e-8, 0.2e-9
stack, permittivity = 30e-9, 20.0
r_geometry = resistivity * pitch / (width * height)
c_wire = wire_cap_per_m * pitch
c_cell = epsilon_0 * permittivity * width**2 / stack
assert close(r_geometry, r, 0.1) and close(c_wire + c_cell, c, 0.1)

# The modal response against direct integration of Kirchhoff's laws
def short_ladder(t, v):
    current = np.concatenate(([1.0], v[:-1])) - v
    return current - np.append(current[1:], 0.0)

times = np.array([20.0, 80.0, 200.0])
direct = solve_ivp(short_ladder, (0, 200), np.zeros(16), method="Radau",
                   t_eval=times, rtol=1e-8, atol=1e-10).y[-1]
modal = 1 - rc_remainder(*ladder_modes(16, 16, 1.0, 1.0))(times)
assert np.max(np.abs(direct - modal)) < 1e-6

# Delay and scaling from the time response
lengths = [128, 256, 512, 1024]
areas, halves = [], []
for n in lengths:
    formula = r * c * n * (n + 1) / 2
    far = rc_remainder(*ladder_modes(n, n, r, c))
    areas.append(area(far, formula))
    halves.append(crossing(far, 1.0, 0.5, formula))
    assert close(areas[-1], formula, 1e-5)
    assert halves[-1] < areas[-1]
exponent = np.log2(areas[-1] / areas[-2])
exponent_half = np.log2(halves[-1] / halves[-2])
assert abs(exponent - 2) < 0.01 and abs(exponent_half - 2) < 0.01
t50 = halves[-1]
t90 = crossing(far, 1.0, 0.9, elmore)
t50_mode = 4 / np.pi**2 * np.log(8 / np.pi) * R * C
t90_mode = 4 / np.pi**2 * np.log(40 / np.pi) * R * C
assert close(t50, t50_mode, 5e-3) and close(t90, t90_mode, 5e-3)

# Inner nodes; the first one also measures the total charge supplied
inner = {}
for m in (1, N // 2):
    inner[m] = area(rc_remainder(*ladder_modes(N, m, r, c)), elmore)
    assert close(inner[m], r * c * (m * N - m * (m - 1) / 2), 1e-4)

# Driver resistance
driver = 1000.0
driven = {}
for n in (512, 1024):
    formula = driver * n * c + r * c * n * (n + 1) / 2
    response = rc_remainder(*ladder_modes(n, n, r, c, driver=driver))
    driven[n] = area(response, formula)
    assert close(driven[n], formula, 1e-5)
t50_driven = crossing(response, 1.0, 0.5, driven[N])
exponent_driven = np.log2(driven[1024] / driven[512])
equal_length = 2 * driver / r - 1

# Inductance: area unchanged, edge shifted slightly
inductance = 1e-6 * pitch
rates, weights = ladder_modes(N, N, r, c)
with_l = rlc_remainder(rates, weights, r, c, inductance)
area_l = area(with_l, elmore)
assert close(area_l, elmore, 1e-5)
shift_l = crossing(with_l, 1.0, 0.5, elmore) - t50
flight = N * np.sqrt(inductance * c)
assert abs(shift_l) < 0.02 * t50

# Leakage of half-selected cells, linearized at the word-line swing
swing, leak_current = 2.0, 10e-9
leak = leak_current / swing
rates_g, weights_g = ladder_modes(N, N, r, c, leak=leak)
final_g = weights_g.sum()
loss = 1 - final_g
loss_formula = leak * r * N * (N + 1) / 2
assert close(loss, loss_formula, 0.01)
t50_g = crossing(rc_remainder(rates_g, weights_g), final_g, 0.5, elmore)

# Current of one selected far cell: drop from the inverse node matrix
cell_current = 100e-6
diagonal = np.full(N, 2 / r)
diagonal[-1] = 1 / r
kappa, vectors = eigh_tridiagonal(diagonal, np.full(N - 1, -1 / r))
drop = cell_current * np.sum(vectors[-1]**2 / kappa)
assert close(drop, cell_current * R, 1e-6)

# Warming, floating bit lines, selector switching
warming, slope = 60.0, 0.024e-8
hot_factor = 1 + slope * warming / resistivity
hot = area(rc_remainder(*ladder_modes(N, N, r * hot_factor, c)), elmore)
assert close(hot, elmore * hot_factor, 1e-5)
c_floating = 1 / (1 / c + 1 / ((N - 1) * c))
selector_time = 1e-9

ns, ps, fF = 1e-9, 1e-12, 1e-15
print(f"Segments: {N}")
print(f"Resistance per segment: {r:.1f} ohm")
print(f"Capacitance per segment: {c/fF:.2f} fF")
print(f"Rough pitch: {pitch*1e9:.0f} nm")
print(f"Rough wire width, height: {width*1e9:.0f}, {height*1e9:.0f} nm")
print(f"Rough film resistivity: {resistivity*1e8:.0f} microohm cm")
print(f"Rough wire capacitance: {wire_cap_per_m*1e9:.1f} fF/um")
print(f"Rough stack thickness: {stack*1e9:.0f} nm")
print(f"Rough relative permittivity: {permittivity:.0f}")
print(f"Segment resistance from geometry: {r_geometry:.2f} ohm")
print(f"Wire part of segment capacitance: {c_wire/fF:.3f} fF")
print(f"Cell part of segment capacitance: {c_cell/fF:.3f} fF")
print(f"Line length: {N*pitch*1e6:.1f} um")
print(f"Line resistance R: {R:.0f} ohm")
print(f"Line capacitance C: {C/fF:.1f} fF")
print(f"Product rc of one segment: {r*c*1e15:.2f} fs")
print(f"Sum N(N+1)/2: {N*(N+1)//2}")
print(f"Product RC (lumped estimate): {R*C/ns:.4f} ns")
print(f"Elmore delay, formula: {elmore/ns:.5f} ns")
print(f"Elmore delay, formula: {elmore/ps:.2f} ps")
print(f"Elmore delay, time integral: {areas[-1]/ns:.5f} ns")
for n, a, h in zip(lengths, areas, halves):
    print(f"N={n}: Elmore {a/ps:.3f} ps, 50% time {h/ps:.3f} ps")
print(f"Elmore ratio 1024 to 512: {areas[-1]/areas[-2]:.4f}")
print(f"Length exponent, Elmore: {exponent:.4f}")
print(f"Length exponent, 50% time: {exponent_half:.4f}")
print(f"50% time, ladder: {t50/ns:.4f} ns")
print(f"50% time, slowest mode: {t50_mode/ns:.4f} ns")
print(f"90% time, ladder: {t90/ns:.4f} ns")
print(f"90% time, slowest mode: {t90_mode/ns:.4f} ns")
print(f"50% time over RC: {t50/(R*C):.4f}")
print(f"90% time over RC: {t90/(R*C):.4f}")
print(f"Middle-node delay over far delay: {inner[N//2]/areas[-1]:.4f}")
print(f"Driver resistance, rough: {driver:.0f} ohm")
print(f"Delay added by driver: {(driven[N]-areas[-1])/ns:.4f} ns")
print(f"Elmore delay with driver: {driven[N]/ns:.4f} ns")
print(f"50% time with driver: {t50_driven/ns:.4f} ns")
print(f"Length exponent with driver, 512-1024: {exponent_driven:.3f}")
print(f"N where driver and line parts are equal: {equal_length:.0f}")
print(f"Inductance, rough: {inductance/pitch*1e6:.1f} pH/um")
print(f"Flight time: {flight/ps:.2f} ps; 50% shift: {shift_l/ps:.3f} ps")
print(f"Warming: {warming:.0f} K; slope {slope*1e8:.3f} microohm cm/K")
print(f"Elmore delay when warm: {hot/ns:.4f} ns ({100*(hot_factor-1):.1f} %)")
print(f"Word-line swing: {swing:.1f} V; leakage {leak_current*1e9:.0f} nA/cell")
print(f"Static far-end loss by leakage: {100*loss:.3f} %")
print(f"Same loss, first-order formula: {100*loss_formula:.3f} %")
print(f"Change of 50% time by leakage: {100*(t50_g/t50-1):.3f} %")
print(f"Selected-cell current, rough: {cell_current*1e6:.0f} uA")
print(f"Static drop to far cell: {drop:.4f} V ({100*drop/swing:.1f} %)")
print(f"Load change, floating bit lines: {100*(c_floating/c-1):.3f} %")
print(f"Selector switching time, rough: {selector_time/ns:.0f} ns")
print(f"Selector time over Elmore delay: {selector_time/elmore:.1f}")
print("verified")
```

Printed output:

```
Segments: 1024
Resistance per segment: 2.0 ohm
Capacitance per segment: 0.10 fF
Rough pitch: 200 nm
Rough wire width, height: 100, 100 nm
Rough film resistivity: 10 microohm cm
Rough wire capacitance: 0.2 fF/um
Rough stack thickness: 30 nm
Rough relative permittivity: 20
Segment resistance from geometry: 2.00 ohm
Wire part of segment capacitance: 0.040 fF
Cell part of segment capacitance: 0.059 fF
Line length: 204.8 um
Line resistance R: 2048 ohm
Line capacitance C: 102.4 fF
Product rc of one segment: 0.20 fs
Sum N(N+1)/2: 524800
Product RC (lumped estimate): 0.2097 ns
Elmore delay, formula: 0.10496 ns
Elmore delay, formula: 104.96 ps
Elmore delay, time integral: 0.10496 ns
N=128: Elmore 1.651 ps, 50% time 1.251 ps
N=256: Elmore 6.579 ps, 50% time 4.984 ps
N=512: Elmore 26.266 ps, 50% time 19.896 ps
N=1024: Elmore 104.960 ps, 50% time 79.507 ps
Elmore ratio 1024 to 512: 3.9961
Length exponent, Elmore: 1.9986
Length exponent, 50% time: 1.9986
50% time, ladder: 0.0795 ns
50% time, slowest mode: 0.0794 ns
90% time, ladder: 0.2164 ns
90% time, slowest mode: 0.2162 ns
50% time over RC: 0.3791
90% time over RC: 1.0321
Middle-node delay over far delay: 0.7498
Driver resistance, rough: 1000 ohm
Delay added by driver: 0.1024 ns
Elmore delay with driver: 0.2074 ns
50% time with driver: 0.1534 ns
Length exponent with driver, 512-1024: 1.421
N where driver and line parts are equal: 999
Inductance, rough: 1.0 pH/um
Flight time: 4.58 ps; 50% shift: 0.008 ps
Warming: 60 K; slope 0.024 microohm cm/K
Elmore delay when warm: 0.1201 ns (14.4 %)
Word-line swing: 2.0 V; leakage 10 nA/cell
Static far-end loss by leakage: 0.523 %
Same loss, first-order formula: 0.525 %
Change of 50% time by leakage: -0.318 %
Selected-cell current, rough: 100 uA
Static drop to far cell: 0.2048 V (10.2 %)
Load change, floating bit lines: -0.098 %
Selector switching time, rough: 1 ns
Selector time over Elmore delay: 9.5
verified
```
